# Heavy–light hole mixing at zero in-plane momentum in (110) wells: a program that tests the result

```python
# RESULT UNDER TEST: in a (110) hole well at zero in-plane momentum the heavy
# (|m|=3/2) and light (|m|=1/2) states are coupled by R*kz^2 with
#     R = -(sqrt(3)/2)*(gamma3-gamma2)      [units of hbar^2/(2 m0)],
# so the mixing vanishes when gamma2 = gamma3. For uniform gammas the mixing
# angle theta is the same for every width, scalar potential and subband:
#     tan(2 theta) = sqrt(3)*(gamma3-gamma2)/(gamma2+3*gamma3).
# Symbols: g = (gamma1, gamma2, gamma3) Luttinger parameters; hole energy is
# counted upward; axes x=[001], y=[1-10], z=[110] (growth); m = J along z.
# Independent road: p orbitals times spin, projected on total J numerically.
# Energies in meV, lengths in nm.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ai_zeros

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21      # hbar^2/(2 m0), meV nm^2
KB = sc.k / sc.e * 1e3                             # meV/K
R2, R3 = np.sqrt(2), np.sqrt(3)

# ---------- angular momentum in the p-orbital (X,Y,Z) times spin space
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
J6 = np.array([np.kron(-1j * levi[i], np.eye(2)) + np.kron(np.eye(3), pauli[i] / 2)
               for i in range(3)])
AXES = np.array([[0, 0, 1], [1 / R2, -1 / R2, 0], [1 / R2, 1 / R2, 0]])
assert np.allclose(np.cross(AXES[0], AXES[1]), AXES[2])
JX, JY, JZ = np.einsum('ai,ijk->ajk', AXES, J6)
J_SQUARED = sum(j @ j for j in J6)


def ladder(top, count):
    """States made from the top state by repeated lowering along z."""
    states = [top]
    for _ in range(count - 1):
        lowered = (JX - 1j * JY) @ states[-1]
        states.append(lowered / np.linalg.norm(lowered))
    return states


label_vectors = np.linalg.eigh(10 * J_SQUARED + JZ)[1]
# columns: J=3/2 with m=3/2,1/2,-1/2,-3/2, then split-off m=1/2,-1/2
U = np.array(ladder(label_vectors[:, 5], 4) + ladder(label_vectors[:, 1], 2)).T
assert np.allclose(U.conj().T @ U, np.eye(6))
QUARTET, PAIR, TRIPLE = [0, 1, 2, 3], [0, 2], [0, 2, 5]


def orbital_kinetic(k, g):
    """3x3 hole kinetic matrix of the p orbitals for cubic components k."""
    h = 6 * g[2] * np.outer(k, k)
    np.fill_diagonal(h, (g[0] - 2 * g[1]) * (k @ k) + 6 * g[1] * k**2)
    return h


def kinetic(k, g, columns):
    basis = U[:, columns]
    return basis.conj().T @ np.kron(orbital_kinetic(k, g), np.eye(2)) @ basis


def coupling(g):
    return -R3 / 2 * (g[2] - g[1])


def root_s(g):
    return np.sqrt(g[1]**2 + 3 * g[2]**2)


def light_weight(g):
    return 0.5 * (1 - (g[1] + 3 * g[2]) / (2 * root_s(g)))


# ---------- algebraic tests with random parameters
rng = np.random.default_rng(4)
J4 = [U[:, :4].conj().T @ j @ U[:, :4] for j in J6]
for _ in range(5):
    g = np.array([8 + rng.random(), 1 + rng.random(), 1 + 2 * rng.random()])
    k = rng.normal(size=3)
    luttinger = (g[0] + 2.5 * g[1]) * (k @ k) * np.eye(4, dtype=complex)
    for i in range(3):
        luttinger -= 2 * g[1] * k[i]**2 * J4[i] @ J4[i]
        for j in range(i):
            luttinger -= 2 * g[2] * k[i] * k[j] * (J4[i] @ J4[j] + J4[j] @ J4[i])
    assert np.allclose(luttinger, kinetic(k, g, QUARTET))
    # growth-axis matrix against the derived one
    half = (g[1] + 3 * g[2]) / 2
    derived = np.diag([g[0] - half, g[0] + half, g[0] + half, g[0] - half])
    derived[0, 2] = derived[2, 0] = derived[1, 3] = derived[3, 1] = coupling(g)
    assert np.allclose(kinetic(AXES[2], g, QUARTET), derived)
    # orbital picture: diagonal in x, y, z
    orbital = AXES @ orbital_kinetic(AXES[2], g) @ AXES.T
    assert np.allclose(orbital, np.diag([g[0] - 2 * g[1], g[0] + g[1] - 3 * g[2],
                                         g[0] + g[1] + 3 * g[2]]))
    # axial symmetry holds for [001] and [111] but not for [110]
    for n, axial in (([0, 0, 1], True), ([1, 1, 1], True), ([1, 1, 0], False)):
        n = np.array(n) / np.linalg.norm(n)
        jn = sum(n[i] * J4[i] for i in range(3))
        m = kinetic(n, g, QUARTET)
        size = np.linalg.norm(m @ jn - jn @ m)
        assert size < 1e-12 if axial else size > 1e-3
    # the six states split into two uncoupled sets of three
    full = kinetic(AXES[2], g, range(6))
    assert np.allclose(full[np.ix_(TRIPLE, [1, 3, 4])], 0)


# ---------- real-space well solver (finite differences, hard outer walls)
def well_states(kin_mid, potential, offset, step, count):
    n, d = len(potential), kin_mid.shape[1]
    h = np.zeros((n, d, n, d), complex)
    for i in range(n):
        h[i, :, i, :] = (KIN / step**2 * (kin_mid[i] + kin_mid[i + 1])
                         + potential[i] * np.eye(d) + np.diag(offset))
        if i + 1 < n:
            h[i, :, i + 1, :] = h[i + 1, :, i, :] = -KIN / step**2 * kin_mid[i + 1]
    e, v = eigh(h.reshape(n * d, n * d), subset_by_index=[0, count - 1])
    return e, np.abs(v.reshape(n, d, count))**2


# rough values typical of GaAs between AlGaAs barriers
G = np.array([7.0, 2.1, 2.9])
G_BARRIER = np.array([6.0, 1.7, 2.5])
WIDTH, BARRIER, SPLIT_OFF, FIELD = 10.0, 150.0, 340.0, 0.1   # nm, meV, meV, MV/cm
heavy_inv, light_inv = G[0] - root_s(G), G[0] + root_s(G)


def check_levels(energies, density, heavy, light, rtol):
    """Compare the lowest coupled levels and their spinors with the formulas."""
    expected = sorted([(e, light_weight(G)) for e in heavy]
                      + [(e, 1 - light_weight(G)) for e in light])[:len(energies)]
    assert np.allclose(energies, [e for e, _ in expected], rtol=rtol)
    assert np.allclose(density[:, 1].sum(axis=0), [w for _, w in expected], atol=1e-7)


levels_n = np.arange(1, 6)
for w in (WIDTH, WIDTH / 2):                       # hard-wall wells
    n = 99
    mats = np.array([kinetic(AXES[2], G, PAIR)] * (n + 1))
    e, dens = well_states(mats, np.zeros(n), [0, 0], w / (n + 1), 4)
    box = KIN * (levels_n * np.pi / w)**2
    check_levels(e, dens, heavy_inv * box, light_inv * box, 2e-3)

slope = FIELD * 100.0                              # MV/cm to meV/nm
n, step = 279, 0.1                                 # triangular well
mats = np.array([kinetic(AXES[2], G, PAIR)] * (n + 1))
e_tri, dens_tri = well_states(mats, slope * step * np.arange(1, n + 1), [0, 0], step, 4)
airy = -ai_zeros(5)[0]
check_levels(e_tri, dens_tri, airy * (KIN * heavy_inv * slope**2)**(1 / 3),
             airy * (KIN * light_inv * slope**2)**(1 / 3), 2e-3)


# ---------- optical polarisation from orbital amplitudes
def polarisation(coefficients, columns):
    amplitudes = AXES @ (U[:, columns] @ coefficients).reshape(3, 2)
    ix, iy, _ = (np.abs(amplitudes)**2).sum(axis=1)
    return (ix - iy) / (ix + iy)


spinors = np.linalg.eigh(kinetic(AXES[2], G, PAIR))[1]
p_heavy, p_light = (polarisation(spinors[:, i], PAIR) for i in (0, 1))
diff, total = G[2] - G[1], G[1] + 3 * G[2]
assert np.isclose(p_heavy, -3 * diff / (4 * root_s(G) + total))
assert np.isclose(p_light, 3 * diff / (4 * root_s(G) - total))


# ---------- split-off band, hard walls (each sine mode is exact)
def with_split_off(g, w):
    m = KIN * (np.pi / w)**2 * kinetic(AXES[2], g, TRIPLE)
    return np.linalg.eigh(m + np.diag([0, 0, SPLIT_OFF]))


e_so, v_so = with_split_off(G, WIDTH)
weights_so = np.abs(v_so[:, 0])**2
weights_narrow = np.abs(with_split_off(G, WIDTH / 2)[1][:, 0])**2
assert abs(weights_narrow[1] - weights_so[1]) > 1e-5           # width now matters
G_ISO = np.array([7.0, 2.7, 2.7])
assert abs(abs(with_split_off(G_ISO, WIDTH)[1][0, 0]) - 1) < 1e-12


# ---------- finite barriers with their own parameters
def finite_well(g_in, g_out, columns, side=8.0, h=0.1):
    n = int(round((WIDTH + 2 * side) / h)) - 1
    nodes, mids = h * np.arange(1, n + 1), h * (np.arange(n + 1) + 0.5)
    distance = np.abs(nodes - side - WIDTH / 2) - WIDTH / 2
    potential = np.where(np.abs(distance) < h / 4, BARRIER / 2,
                         np.where(distance > 0, BARRIER, 0.0))
    m_in, m_out = (kinetic(AXES[2], g, columns) for g in (g_in, g_out))
    inside = np.abs(mids - side - WIDTH / 2) < WIDTH / 2
    mats = np.where(inside[:, None, None], m_in, m_out)
    offset = [0, 0, SPLIT_OFF][:len(columns)]
    e, dens = well_states(mats, potential, offset, h, 1)
    return e[0], dens[:, :, 0].sum(axis=0), dens[distance > h / 4].sum()


e_fin, w_fin, leak = finite_well(G, G_BARRIER, PAIR)
e_fin6, w_fin6, leak6 = finite_well(G, G_BARRIER, TRIPLE)
G_BARRIER_ISO = np.array([6.0, 2.3, 2.3])
assert finite_well(G_ISO, G_BARRIER_ISO, TRIPLE)[1][1] < 1e-15
assert finite_well(G_ISO, G_BARRIER, PAIR)[1][1] > 1e-7        # warped barrier mixes


# ---------- in-plane motion, sine basis, four bands, hard walls
def in_plane(k, axis, g=G, sines=16):
    """Energy and light weight of the lowest subband at in-plane wavevector k."""
    q = np.arange(1, sines + 1)
    row, col = np.meshgrid(q, q, indexing='ij')
    odd = (row + col) % 2 == 1
    kz = np.where(odd, -4j * row * col / (WIDTH * np.where(odd, row**2 - col**2, 1)), 0)
    flat = kinetic(k * AXES[axis], g, QUARTET)
    up = kinetic(AXES[2], g, QUARTET)
    cross = kinetic(k * AXES[axis] + AXES[2], g, QUARTET) - flat - up
    h = (np.kron(np.eye(sines), flat) + np.kron(np.diag((q * np.pi / WIDTH)**2), up)
         + np.kron(kz, cross))
    e, v = np.linalg.eigh(KIN * h)
    weight = (np.abs(v[:, :2].reshape(sines, 4, 2))**2).sum(axis=(0, 2)) / 2
    return e[0], weight[1] + weight[2]


e_zero, w_zero = in_plane(0.0, 0)
assert np.isclose(w_zero, light_weight(G), atol=1e-9)
assert in_plane(0.0, 0, G_ISO)[1] < 1e-15 and in_plane(0.2, 0, G_ISO)[1] > 1e-3
thermal = []
for temperature in (10.0, 300.0):
    for axis, name in ((0, '[001]'), (1, '[1-10]')):
        kt = brentq(lambda k: in_plane(k, axis)[0] - e_zero - KB * temperature, 0, 1.5)
        assert np.isclose(in_plane(kt, axis)[0], in_plane(kt, axis, sines=24)[0], rtol=2e-3)
        thermal.append((temperature, name, kt, in_plane(kt, axis)[1]))

# ---------- printed numbers
box1 = KIN * (np.pi / WIDTH)**2
theta = 0.5 * np.arctan2(R3 * diff, total)
assert np.isclose(np.sin(theta)**2, light_weight(G))
print(f"gamma1, gamma2, gamma3 (well, rough): {G[0]}, {G[1]}, {G[2]}")
print(f"gamma1, gamma2, gamma3 (barrier, rough): {G_BARRIER[0]}, {G_BARRIER[1]}, {G_BARRIER[2]}")
print(f"well width: {WIDTH} nm; barrier height: {BARRIER} meV; split-off gap: {SPLIT_OFF} meV")
print(f"hbar^2/(2 m0): {KIN:.3f} meV nm^2")
print(f"(hbar^2/2m0)(pi/W)^2: {box1:.4f} meV")
print(f"coupling coefficient R: {coupling(G):.4f} (dimensionless)")
print(f"heavy-light coupling for n=1: {coupling(G) * box1:.3f} meV")
print(f"s = sqrt(gamma2^2+3 gamma3^2): {root_s(G):.4f}")
print(f"inverse masses heavy-like, light-like: {heavy_inv:.4f}, {light_inv:.4f} (1/m0)")
print(f"masses heavy-like, light-like: {1 / heavy_inv:.4f}, {1 / light_inv:.4f} m0")
print(f"uncoupled heavy, light n=1: {(G[0] - total / 2) * box1:.3f}, {(G[0] + total / 2) * box1:.3f} meV")
print(f"exact heavy-like, light-like n=1: {heavy_inv * box1:.3f}, {light_inv * box1:.3f} meV")
print(f"level shift by mixing: {(root_s(G) - total / 2) * box1:.4f} meV")
print(f"heavy-like n=2: {4 * heavy_inv * box1:.3f} meV")
print(f"mixing angle theta: {np.degrees(theta):.3f} degrees")
print(f"light weight of heavy-like state: {100 * light_weight(G):.4f} %")
print(f"polarisation P heavy-like, light-like: {100 * p_heavy:.2f} %, {100 * p_light:.2f} %")
print(f"triangular well, field {FIELD} MV/cm: lowest level {e_tri[0]:.2f} meV")
print(f"  its light weight: {100 * dens_tri[:, 1, 0].sum():.4f} %")
print("gamma3-gamma2 | coupling n=1 (meV) | light weight (%) | P heavy-like (%)")
for d in (0.8, 0.4, 0.1, 0.0):
    g = np.array([G[0], (total - 3 * d) / 4, (total + d) / 4])
    m = kinetic(AXES[2], g, PAIR)
    v = np.linalg.eigh(m)[1][:, 0]
    print(f"  {d:.1f} | {m[0, 1].real * box1 + 0.0:.3f} | {100 * abs(v[1])**2:.4f} | "
          f"{100 * polarisation(v, PAIR):.2f}")
print("with split-off band, hard walls:")
print(f"  heavy-like, light-like n=1: {e_so[0]:.3f}, {e_so[1]:.3f} meV")
print(f"  light, split-off weight of heavy-like: {100 * weights_so[1]:.4f}, {100 * weights_so[2]:.4f} %")
print(f"  light weight at half the width: {100 * weights_narrow[1]:.4f} %")
print(f"  polarisation heavy-like: {100 * polarisation(v_so[:, 0], TRIPLE):.2f} %")
print("finite barriers, four bands:")
print(f"  heavy-like level {e_fin:.3f} meV, light weight {100 * w_fin[1]:.4f} %")
print(f"  probability in the barriers: {100 * leak:.3f} %")
print("finite barriers with split-off band:")
print(f"  heavy-like level {e_fin6:.3f} meV, light weight {100 * w_fin6[1]:.4f} %")
print(f"kT at 10 K, 300 K: {10 * KB:.3f}, {300 * KB:.2f} meV")
print(f"heavy-like spacing n=1 to n=2: {3 * heavy_inv * box1:.2f} meV")
print("in-plane k at which the lowest subband has risen by kT:")
for temperature, name, kt, weight in thermal:
    print(f"  {temperature:.0f} K, k along {name}: {kt:.4f} 1/nm, light weight {100 * weight:.2f} %")
print("finished without a failed check")
```

Output:

```
gamma1, gamma2, gamma3 (well, rough): 7.0, 2.1, 2.9
gamma1, gamma2, gamma3 (barrier, rough): 6.0, 1.7, 2.5
well width: 10.0 nm; barrier height: 150.0 meV; split-off gap: 340.0 meV
hbar^2/(2 m0): 38.100 meV nm^2
(hbar^2/2m0)(pi/W)^2: 3.7603 meV
coupling coefficient R: -0.6928 (dimensionless)
heavy-light coupling for n=1: -2.605 meV
s = sqrt(gamma2^2+3 gamma3^2): 5.4443
inverse masses heavy-like, light-like: 1.5557, 12.4443 (1/m0)
masses heavy-like, light-like: 0.6428, 0.0804 m0
uncoupled heavy, light n=1: 6.016, 46.628 meV
exact heavy-like, light-like n=1: 5.850, 46.794 meV
level shift by mixing: 0.1664 meV
heavy-like n=2: 23.400 meV
mixing angle theta: 3.656 degrees
light weight of heavy-like state: 0.4065 %
polarisation P heavy-like, light-like: -7.37 %, 21.86 %
triangular well, field 0.1 MV/cm: lowest level 42.31 meV
  its light weight: 0.4065 %
gamma3-gamma2 | coupling n=1 (meV) | light weight (%) | P heavy-like (%)
  0.8 | -2.605 | 0.4065 | -7.37
  0.4 | -1.303 | 0.1026 | -3.70
  0.1 | -0.326 | 0.0064 | -0.93
  0.0 | -0.000 | 0.0000 | -0.00
with split-off band, hard walls:
  heavy-like, light-like n=1: 5.761, 44.292 meV
  light, split-off weight of heavy-like: 0.5612, 0.0261 %
  light weight at half the width: 1.1512 %
  polarisation heavy-like: -11.29 %
finite barriers, four bands:
  heavy-like level 4.541 meV, light weight 0.4328 %
  probability in the barriers: 0.304 %
finite barriers with split-off band:
  heavy-like level 4.393 meV, light weight 0.7104 %
kT at 10 K, 300 K: 0.862, 25.85 meV
heavy-like spacing n=1 to n=2: 17.55 meV
in-plane k at which the lowest subband has risen by kT:
  10 K, k along [001]: 0.0570 1/nm, light weight 0.68 %
  10 K, k along [1-10]: 0.0477 1/nm, light weight 0.35 %
  300 K, k along [001]: 0.5407 1/nm, light weight 51.04 %
  300 K, k along [1-10]: 0.3757 1/nm, light weight 49.62 %
finished without a failed check
```
